\section*{Initial broadening of a Gaussian profile under concentration-dependent diffusion}

\section*{Problem}

A dopant with concentration $C(x,t)$, a number per volume, diffuses along an infinite line according to
\begin{equation}
\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left[D(C)\,\frac{\partial C}{\partial x}\right],\qquad D(C)=D_0+D_1C .
\label{eq:pde}
\end{equation}
At $t=0$ the profile is a Gaussian of dose $Q$ (a number per area) and standard deviation $s$,
\begin{equation}
C(x,0)=\frac{Q}{\sqrt{2\pi}\,s}\,e^{-x^2/(2s^2)} .
\label{eq:gauss}
\end{equation}
Let $V(t)$ be the variance of the profile about its mean.

\begin{enumerate}
\item[(a)] Find $V'(0)$ in terms of $D_0$, $D_1$, $Q$ and $s$.
\item[(b)] Explain why $V'(0)$ differs from twice the mean diffusivity.
\item[(c)] Find $V''(0)$ and the time for which the initial rate is useful.
\item[(d)] Does the profile stay Gaussian? What goes wrong if it is assumed to?
\item[(e)] Evaluate the results for $D_0=0.25$ nm$^2$/s, $D_1=20$ nm$^5$/s, $Q=5$ nm$^{-2}$, $s=20$ nm and an anneal of 10 s. These are round model parameters in the rough regime of arsenic in silicon near 1273 K. Estimate the effects that the model leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{Assumptions}

Take $D_0>0$ and $D(C)>0$ for every concentration present. If $D_1\ge 0$, the second condition follows from the first. If $D_1<0$, it must hold at the initial peak $C_p=Q/(\sqrt{2\pi}s)$, which requires $D_0>|D_1|C_p$. The peak cannot rise later: at a maximum $C_x=0$ and $C_{xx}\le 0$, so (\ref{eq:pde}) gives $C_t=D\,C_{xx}\le 0$. Subscripts $x$ and $t$ denote derivatives. The solution is taken to be smooth, with tails that fall fast enough for all boundary terms at infinity to vanish.

Equation (\ref{eq:pde}) contains neither $\hbar$ nor the electron's mass or charge. The algebra therefore has the same form in atomic units as in any other consistent set.

\subsection*{(a) The initial rate}

Since $CC_x=\tfrac12(C^2)_x$, the bracket in (\ref{eq:pde}) is itself a derivative:
\begin{equation}
(D_0+D_1C)C_x=F_x,\qquad F=D_0C+\tfrac12D_1C^2,
\label{eq:F}
\end{equation}
so that $C_t=F_{xx}$. The dose and the mean $m$ are constant:
\begin{align}
\frac{d}{dt}\int C\,dx&=\int F_{xx}\,dx=[F_x]_{-\infty}^{\infty}=0,\\
\frac{d}{dt}\int xC\,dx&=\int xF_{xx}\,dx=[xF_x-F]_{-\infty}^{\infty}=0 .
\end{align}
With $m$ fixed, $V=Q^{-1}\int(x-m)^2C\,dx$. Two integrations by parts move both derivatives from $F$ to $(x-m)^2$, whose second derivative is 2. The two sign changes cancel:
\begin{equation}
V'=\frac1Q\int(x-m)^2F_{xx}\,dx=\frac2Q\int F\,dx .
\label{eq:VF}
\end{equation}
Inserting $F$ and using $\int C\,dx=Q$ gives
\begin{equation}
V'=2D_0+\frac{D_1}{Q}\int C^2\,dx .
\label{eq:general}
\end{equation}
This holds at each time and for any profile that meets the assumptions, symmetric or not. The factor 2 from the second moment has cancelled the $\tfrac12$ in $F$.

For the Gaussian, $C^2$ contains $e^{-x^2/s^2}$, whose integral is $\sqrt\pi\,s$. Hence
\begin{equation}
\int C^2\,dx=\frac{Q^2}{2\pi s^2}\,\sqrt\pi\,s=\frac{Q^2}{2\sqrt\pi\,s},
\label{eq:C2}
\end{equation}
and
\begin{equation}
\boxed{V'(0)=2D_0+\frac{D_1Q}{2\sqrt\pi\,s}} .
\label{eq:result}
\end{equation}

For $D_1=0$ this is the familiar rate $2D_0$, which then holds at all times. Substituting $Q=\sqrt{2\pi}\,sC_p$ gives another useful form,
\begin{equation}
V'(0)=2D_0+\frac{D_1C_p}{\sqrt2}=2\left(D_0+\frac{D_1C_p}{2\sqrt2}\right).
\label{eq:peakform}
\end{equation}
The profile initially broadens as if it had a constant diffusivity equal to the value of $D$ at about 35\% of the peak concentration. For $D_1>0$ the two parts of (\ref{eq:result}) are equal when $s=D_1Q/(4\sqrt\pi D_0)$. At fixed dose, the concentration part dominates for narrower Gaussians.

For $D_1<0$ the condition $|D_1|C_p<D_0$ gives $V'(0)>(2-1/\sqrt2)D_0>0$. The profile still broadens, but more slowly than at the constant diffusivity $D_0$.

\subsection*{(b) Why the rate is not twice the mean diffusivity}

Write $\langle g\rangle=Q^{-1}\int gC\,dx$ for an average over the dopant. Integrating the second moment by parts once, before using $F$, and then moving the derivative off $C$ gives
\begin{align}
V'&=-\frac2Q\int(x-m)D\,C_x\,dx
=\frac2Q\int C\,\frac{\partial}{\partial x}\big[(x-m)D\big]dx\nonumber\\
&=2\langle D\rangle+2\left\langle(x-m)D_x\right\rangle .
\label{eq:drift}
\end{align}
For the linear law, the first term is
\begin{equation}
2\langle D\rangle=2D_0+\frac{2D_1}{Q}\int C^2dx .
\end{equation}
In the second term $D_x=D_1C_x$, so
\begin{equation}
2\langle(x-m)D_x\rangle=\frac{D_1}{Q}\int(x-m)(C^2)_x\,dx=-\frac{D_1}{Q}\int C^2dx .
\end{equation}
It removes half of the concentration part of $2\langle D\rangle$, and the sum is again (\ref{eq:general}).

The second term has a direct meaning. Since $(DC_x)_x=(DC)_{xx}-(D_xC)_x$, equation (\ref{eq:pde}) describes random walkers whose step size is set by $D$ at the start of each step (the It\^o convention) and which have a mean drift velocity $D_x$. For $D_1>0$ this drift points towards higher concentration and offsets part of the spreading. It is not a force on the dopant: the same equation follows with drift $D_x/2$ if $D$ is taken at the midpoint of the step, and with no added drift if it is taken at the end point. It must not be confused with the drift in the built-in field discussed below, which points outwards and is already contained in $D(C)$.

\subsection*{(c) How long the initial rate is useful}

Differentiate (\ref{eq:general}), insert (\ref{eq:pde}) and integrate by parts:
\begin{equation}
V''=\frac{2D_1}{Q}\int C\,(DC_x)_x\,dx=-\frac{2D_1}{Q}\int D\,C_x^2\,dx .
\label{eq:Vpp}
\end{equation}
Because $D>0$, the sign of $V''$ is opposite to that of $D_1$ at all times. For $D_1>0$ the rate falls continuously, and the straight line $V(0)+V'(0)t$ is an upper bound on the variance for $t>0$. For $D_1<0$ it is a lower bound.

At $t=0$, $C_x=-xC/s^2$, and two integrals are needed. The function $C^2$ is a Gaussian of variance $s^2/2$ and area (\ref{eq:C2}), so
\begin{equation}
\int C_x^2\,dx=\frac1{s^4}\int x^2C^2dx=\frac1{s^4}\,\frac{s^2}{2}\,\frac{Q^2}{2\sqrt\pi\,s}=\frac{Q^2}{4\sqrt\pi\,s^3}.
\end{equation}
The function $C^3$ is a Gaussian of variance $s^2/3$. Its area is $Q^3(2\pi)^{-3/2}s^{-3}\cdot\sqrt{2\pi}\,s/\sqrt3=Q^3/(2\sqrt3\,\pi s^2)$, so
\begin{equation}
\int C\,C_x^2\,dx=\frac1{s^4}\,\frac{s^2}{3}\,\frac{Q^3}{2\sqrt3\,\pi s^2}=\frac{Q^3}{6\sqrt3\,\pi s^4}.
\end{equation}
Therefore
\begin{equation}
V''(0)=-2D_1\left[\frac{D_0Q}{4\sqrt\pi\,s^3}+\frac{D_1Q^2}{6\sqrt3\,\pi s^4}\right].
\label{eq:Vpp0}
\end{equation}
The time scale is $\tau=V'(0)/|V''(0)|$. To second order in time, the straight line errs in the variance gain by the relative amount $t/(2\tau)$, so it is useful for $t\ll\tau$.

\subsection*{(d) The profile does not stay Gaussian}

The fourth central moment $M_4$ shows the change of shape. Here $m=0$, and two integrations by parts give $M_4'=(12/Q)\int x^2F\,dx$. Define $R=D_1Q/(2\sqrt\pi s)$, the concentration part of $V'(0)$. With $\int x^2C\,dx=Qs^2$ and $\int x^2C^2dx=\tfrac12s^2\int C^2dx$,
\begin{equation}
M_4'(0)=12D_0s^2+3Rs^2 .
\end{equation}
The excess kurtosis $K=M_4/V^2-3$ starts at zero, with $M_4=3s^4$ and $V=s^2$. Its initial rate is
\begin{equation}
K'(0)=\frac{M_4'}{s^4}-\frac{2M_4V'}{s^6}
=\frac{12D_0+3R}{s^2}-\frac{6(2D_0+R)}{s^2}=-\frac{3R}{s^2}.
\label{eq:kurt}
\end{equation}
The $D_0$ terms cancel, as they must, because constant diffusivity preserves a Gaussian. For $D_1>0$ the kurtosis becomes negative at once.

Suppose one nevertheless assumes a Gaussian of variance $V(t)$ at each time. Equation (\ref{eq:result}) then becomes a closed equation, $V'=2D_0+aV^{-1/2}$ with $a=D_1Q/(2\sqrt\pi)$. Its second derivative at $t=0$ is
\begin{align}
V''_{\rm closure}&=-\frac{a}{2s^3}\left(2D_0+\frac as\right)\nonumber\\
&=-\frac{D_0D_1Q}{2\sqrt\pi\,s^3}-\frac{D_1^2Q^2}{8\pi s^4}.
\end{align}
The first term agrees with (\ref{eq:Vpp0}). The second should be $-D_1^2Q^2/(3\sqrt3\,\pi s^4)$, larger in size by the factor $8/(3\sqrt3)\approx1.54$. For $D_1>0$ the closure has the right initial rate but lets it fall too slowly, so at early times it overestimates the broadening.

\subsection*{(e) Numbers}

The peak concentration is $5/(\sqrt{2\pi}\times20)=0.0997$ nm$^{-3}$. The diffusivity there is $0.25+20\times0.0997=2.24$ nm$^2$/s, about nine times its value in the tails. The initial rate is
\begin{equation}
V'(0)=2(0.25)+\frac{20\times5}{2\sqrt\pi\times20}=0.500+1.410=1.910\ \mathrm{nm^2/s},
\end{equation}
or 191 \AA$^2$/s. A finite-volume solution of (\ref{eq:pde}) gives 1.910 nm$^2$/s. Twice the mean diffusivity would be 3.32 nm$^2$/s; the drift term in (\ref{eq:drift}) contributes $-1.41$ nm$^2$/s and restores the correct rate.

From (\ref{eq:Vpp0}), in units of nm$^2$/s$^2$,
\begin{equation}
V''(0)=-40\,(2.20\times10^{-5}+9.57\times10^{-5})=-4.71\times10^{-3},
\end{equation}
so $\tau=1.910/0.00471\approx406$ s. The numerical solution gives $-4.62\times10^{-3}$, about 2\% smaller in size. That value is a second difference over the first two seconds, so it is a weighted average of $V''$ over this interval and not its value at $t=0$. The closure gives $-3.37\times10^{-3}$.

Over the 10 s anneal the straight line predicts a variance gain of 19.1 nm$^2$, and the numerical solution gives 18.9 nm$^2$. The line is 1.2\% too high, as $t/(2\tau)=10/812$ suggests. The standard deviation grows from 20.0 to 20.5 nm.

At 100 s the gains are 191 nm$^2$ from the line, 178 nm$^2$ from the closure and 175 nm$^2$ from the numerical solution. The closure is thus only 1.5\% too high, while the line is 9\% too high. The shape has nevertheless changed clearly: the excess kurtosis is $-0.48$, against a value below $10^{-4}$ in size for the same run with $D_1=0$. The initial slope (\ref{eq:kurt}), $-3\times1.410/400=-0.0106$ per second, would give $-1.06$ if it persisted, so the change of shape slows down.

\subsection*{Where the linear law comes from}

Ionized donors such as arsenic can diffuse through neutral and singly charged defects. A simple model is $D_d=D_n+D_c\,n/n_i$, where $n$ is the electron density and $n_i$ its intrinsic value. Charge neutrality with $np=n_i^2$, where $p$ is the hole density, gives
\begin{equation}
n=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2},\qquad \frac{dn}{dC}=\frac{n}{\sqrt{C^2+4n_i^2}} .
\end{equation}
Electrons in equilibrium set up a field $E$ with $eE/k_BT=-(\ln n)_x$, which drives the positive donors down the gradient. Their flux is
\begin{equation}
J=-D_d\big[C_x+C(\ln n)_x\big]=-D_d\left[1+\frac{C}{\sqrt{C^2+4n_i^2}}\right]C_x .
\end{equation}
Take $D_n=0.15$ nm$^2$/s, $D_c=0.10$ nm$^2$/s and $n_i=0.01$ nm$^{-3}$. For $C\to0$ the effective diffusivity is $D_n+D_c=0.25$ nm$^2$/s. For $C\gg n_i$ the bracket tends to 2 and the slope to $2D_c/n_i=20$ nm$^5$/s. These are the chosen $D_0$ and $D_1$. They come from opposite limits, so the linear law is an interpolation and not a limit of the full expression: the slope at $C\to0$ is 17.5 nm$^5$/s, and the intercept of the asymptote at large $C$ is $2D_n=0.30$ nm$^2$/s. Up to the peak concentration the full diffusivity differs from the linear one by between $-1.4\%$ and $+3.6\%$.

For any law $D(C)$, the derivation of (\ref{eq:VF}) holds with $F=\int_0^CD(C')\,dC'$. The full expression above then gives 1.96 nm$^2$/s, which is 2.6\% more than the linear law.

\subsection*{Comparison with the real process}

The parameters describe a heavily doped arsenic layer and a short, hot anneal. The diffusivities and $n_i$ are rough typical values. For a narrower profile of the same dose the concentration term matters more, and for a profile closer to the surface so does the surface. The following changes are relative to the linear model's initial rate, with one effect altered at a time unless stated.

\begin{itemize}
\item \textbf{Degeneracy.} With a rough density-of-states mass of 1.08 electron masses, $n/N_c=0.41$ at the peak, where $N_c$ is the effective density of states of the conduction band. Leading corrections multiply the field term by $1+u$ and the charged-defect term by $e^u$, with $u=n/(\sqrt8N_c)$. Added to the full law above, they give 2.16 nm$^2$/s, or 13\% more than the linear law. The factor $e^u$ also raises the charged-defect term by about 1.4\% at $n=n_i$. If $D_c$ is instead held at its value for $n=n_i$ and full Fermi statistics are used, the rate is 2.13 nm$^2$/s, about 11.5\% more than the linear law, of which 2.6\% comes from the full law itself. Masses from 0.9 to 1.25 move this figure from 14\% to 10\%.
\item \textbf{Clustering.} Suppose 10\% of the dopant is immobile at the peak, with the immobile share varying as $C^3$ and adjusting at once. The rate falls by 10\% if $D$ is set by the mobile concentration, and by 9\% if it is set by the total.
\item \textbf{Surface.} A reflecting surface 60 nm from the profile's centre lowers the rate by 0.3\% if the Gaussian is simply cut there, and by 0.2\% if the dose is restored to $Q$.
\item \textbf{Temperature.} If $D_0$ and $D_1$ both scale with a rough activation energy of 4 eV, an error of $+10$ K raises the rate by 33\%. This common scaling is an upper estimate for the defect model above: there $D_1=2D_c/n_i$, and $n_i$ also rises with temperature. If the 4 eV belongs to $D_n$ and $D_c$ instead, and $n_i$ rises by 4 to 6\% over the 10 K, as common expressions for silicon give, the increase is 27 to 29\%.
\item \textbf{Implantation damage.} Excess point defects can enhance diffusion for a time. A tenfold enhancement lasting 1 s would add about $(10-1)\times1/10=90\%$ to the broadening calculated for the 10 s anneal.
\end{itemize}

All five entries rest on assumed inputs. With these inputs, temperature and damage change the result most. The digits quoted in part (e) describe the model. For a real wafer, the estimate of about 19 nm$^2$ presupposes that the damage has already been annealed and that the temperature is well known. If the assumed damage is present, the gain is nearly doubled. The main computed values are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
D0 = 0.25 nm^2/s
D1 = 20.0 nm^5/s
dose Q = 5.0 nm^-2
initial standard deviation s = 20.0 nm
initial variance = 400.0 nm^2
anneal time = 10.0 s
peak concentration = 0.0997 nm^-3
diffusivity at peak = 2.245 nm^2/s
constant part of rate, 2*D0 = 0.500 nm^2/s
concentration part of rate = 1.4105 nm^2/s
initial variance rate, formula = 1.9105 nm^2/s
same rate converted = 191.05 angstrom^2/s
initial variance rate, PDE = 1.9104 nm^2/s
wrong rate 2<D> = 3.3209 nm^2/s
gradient term 2<x dD/dx> = -1.4105 nm^2/s
V'' formula = -0.004710 nm^2/s^2
V'' PDE = -0.004623 nm^2/s^2
V'' Gaussian closure = -0.003368 nm^2/s^2
D1^2 part of V'', PDE/closure = 1.505 (no unit)
time scale V'/|V''| = 405.6 s
variance gain at 10 s, straight line = 19.105 nm^2
variance gain at 10 s, PDE = 18.883 nm^2
variance gain at 100 s, straight line = 191.047 nm^2
variance gain at 100 s, PDE = 175.180 nm^2
standard deviation at 10 s, PDE = 20.467 nm
variance gain at 100 s, closure = 177.854 nm^2
excess kurtosis at 100 s = -0.4789 (no unit)
same with D1=0 = 0.00006 (no unit)
temperature = 1273 K
assumed intrinsic density = 0.010 nm^-3
assumed neutral-defect part = 0.15 nm^2/s
assumed charged-defect part = 0.10 nm^2/s
assumed density-of-states mass = 1.08 m_e
band density of states Nc = 0.2462 nm^-3
peak electron density / Nc = 0.409 (no unit)
rate, full defect and field law = 1.9601 nm^2/s
change from linear law = 2.60 %
rate, also degenerate = 2.1561 nm^2/s
change from linear law = 12.86 %
assumed clustered share at peak = 10 %
rate change by clustering = -10.28 %
assumed depth of profile centre = 60 nm
rate change by surface = -0.27 %
assumed activation energy = 4.0 eV
assumed temperature error = 10 K
rate change by that error = 32.9 %
assumed damage enhancement = 10 times
assumed enhancement duration = 1.0 s
extra broadening in anneal by damage = 90 %
\end{verbatim}
